# Kinetic energy of hydrogen atoms from vertical electron-impact dissociation of H2: test program

```python
# Result under test: vertical excitation of H2 from its ground state X to the
# repulsive triplet state b at bond length R_e gives two H atoms, each with
#   K = (E_b(R_e) - 2 E_H) / 2, about 2.9 eV, in the centre-of-mass frame.
# E_b, E_X: total electronic energies including proton repulsion (hartree);
# E_H: energy of one H atom in the same basis; R: proton distance (bohr).
# Two-electron states are solved by full CI with a matrix C of orbital pairs:
# C is symmetric for the singlet and antisymmetric for the triplet.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from pyscf import gto, fci, ao2mo
from pyscf.scf.hf import dot_eri_dm

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
TIME_FS = const.physical_constants["atomic unit of time"][0] * 1e15
ATOM_MASS = const.m_p / const.m_e + 1.0      # H atom, electron masses
R_BOND = 1.40


def integrals(distance, basis):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                unit="Bohr", basis=basis, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol, h, mol.intor("int1e_ovlp"), mol.intor("int2e", aosym="s8")


def lowest_energy(h, overlap, eri, sign):
    """Davidson search; sign=+1 singlet, -1 triplet. No proton repulsion."""
    eps, orb = eigh(h, overlap)
    density = np.outer(orb[:, 0], orb[:, 0])
    coulomb = dot_eri_dm(eri, density, hermi=1, with_k=False)[0]
    level = eps + 0.5 * np.diag(orb.T @ coulomb @ orb)
    diagonal = level[:, None] + level[None, :]
    trial = np.zeros((len(eps), len(eps)))
    if sign > 0:
        trial[0, 0] = 1.0
    else:
        trial[0, 1], trial[1, 0] = 1.0, -1.0
    vectors, images = [], []
    for _ in range(80):
        for _ in range(2):
            for v in vectors:
                trial = trial - np.vdot(v, trial) * v
        trial = trial / np.linalg.norm(trial)
        pair = np.ascontiguousarray(orb @ trial @ orb.T)
        repulsion = dot_eri_dm(eri, pair, hermi=0, with_j=False)[1]
        image = (eps[:, None] + eps[None, :]) * trial
        image = image + orb.T @ repulsion @ orb
        vectors.append(trial)
        images.append(image)
        small = np.array([[np.vdot(v, w) for w in images] for v in vectors])
        values, coeffs = np.linalg.eigh(0.5 * (small + small.T))
        energy, c = values[0], coeffs[:, 0]
        residual = sum(a * (w - energy * v)
                       for a, v, w in zip(c, vectors, images))
        if np.linalg.norm(residual) < 1e-5:
            return energy
        gap = energy - diagonal
        gap = np.where(np.abs(gap) < 0.1, -0.1, gap)
        trial = residual / gap
        trial = 0.5 * (trial + sign * trial.T)
    raise RuntimeError("two-electron search did not converge")


def molecule(distance, basis, singlet=True):
    _, h, s, eri = integrals(distance, basis)
    e_b = lowest_energy(h, s, eri, -1) + 1 / distance
    e_x = lowest_energy(h, s, eri, 1) + 1 / distance if singlet else None
    return e_x, e_b


def atom_energy(basis):
    mol = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return eigh(h, mol.intor("int1e_ovlp"), eigvals_only=True)[0]


# Vertical energies and basis convergence
bases = ["aug-cc-pVDZ", "aug-cc-pVTZ", "aug-cc-pVQZ"]
data = {}
for name in bases:
    ex, eb = molecule(R_BOND, name)
    eh = atom_energy(name)
    data[name] = (ex, eb, eh, 0.5 * (eb - 2 * eh) * HARTREE_EV)
E_X, E_B, E_H, K_ATOM = data[bases[2]]
shift = K_ATOM - data[bases[1]][3]
assert abs(shift) < 0.01
assert 2.85 < K_ATOM < 2.95

# Independent determinant full CI, both states, smallest basis
mol, h, s, _ = integrals(R_BOND, bases[0])
orb = eigh(h, s)[1]
roots = fci.direct_spin1.FCI().kernel(
    orb.T @ h @ orb, ao2mo.kernel(mol, orb), orb.shape[1], (1, 1),
    nroots=2)[0]
fci_error = np.max(np.abs(np.array(roots) + 1 / R_BOND
                          - np.array(data[bases[0]][:2])))
assert fci_error < 1e-7

# Potential curves in the middle basis
curve_basis = bases[1]
nodes = np.array([0.6, 0.75, 0.9, 1.05, 1.2, 1.3, 1.4, 1.5, 1.65, 1.8,
                  2.0, 2.3, 2.7, 3.2, 3.8, 4.6, 5.6, 7.0, 9.0, 12.0])
points = [molecule(r, curve_basis, r < 3.3) for r in nodes]
limit = 2 * data[curve_basis][2]
b_values = np.array([p[1] for p in points])
x_nodes = nodes[nodes < 3.3]
curve_b = CubicSpline(nodes, b_values)
curve_x = CubicSpline(x_nodes, [p[0] for p in points[:len(x_nodes)]])
assert np.all(np.diff(b_values[nodes < 6]) < 0)
assert abs(b_values[-1] - limit) < 1e-4
spline_error = abs(curve_b(1.12) - molecule(1.12, curve_basis, False)[1])
assert spline_error < 2e-4
r_min = minimize_scalar(curve_x, bounds=(1.2, 1.7), method="bounded").x
assert abs(r_min - R_BOND) < 0.01
slope = 0.5 * curve_b(R_BOND, 1) * HARTREE_EV / BOHR_NM

# Classical motion of two separate atoms, released at rest
def motion(t, y):
    push = -curve_b(y[1] - y[0], 1)
    return [y[2], y[3], -push / ATOM_MASS, push / ATOM_MASS]

def far_apart(t, y):
    return y[1] - y[0] - 11.5
far_apart.terminal = True
path = solve_ivp(motion, (0, 3000), [0, R_BOND, 0, 0], events=far_apart,
                 rtol=1e-9, atol=1e-10, max_step=5)
assert path.status == 1
kinetic = 0.5 * ATOM_MASS * path.y[2:] ** 2 * HARTREE_EV
expected = data[curve_basis][3]
assert np.all(np.abs(kinetic[:, -1] - expected) < 0.005)
time_95 = path.t[np.argmax(kinetic[0] > 0.95 * expected)] * TIME_FS

# Quantum nuclear motion on a sinc grid, without rotation
grid = np.linspace(0.6, 12.0, 402)[1:-1]
step = grid[1] - grid[0]
offset = np.subtract.outer(np.arange(len(grid)), np.arange(len(grid)))
safe = np.where(offset == 0, 1, offset)
nuclear_t = np.where(offset == 0, np.pi ** 2 / 3, 2.0 / safe ** 2)
nuclear_t = nuclear_t * (-1.0) ** np.abs(offset) / (ATOM_MASS * step ** 2)
levels, waves = eigh(nuclear_t + np.diag(curve_x(np.minimum(grid, 3.2))),
                     subset_by_index=[0, 1])
chi = waves[:, 0]
energies_b, states_b = eigh(nuclear_t + np.diag(curve_b(grid)))
weights = (states_b.T @ chi) ** 2
k_each = 0.5 * (energies_b - limit) * HARTREE_EV
mean_k = weights @ k_each
std_k = np.sqrt(weights @ (k_each - mean_k) ** 2)
cumulative = np.cumsum(weights)
k10, k90 = np.interp([0.1, 0.9], cumulative, k_each)
reflected = 0.5 * (curve_b(grid) - limit) * HARTREE_EV
mean_reflected = chi ** 2 @ reflected
std_reflected = np.sqrt(chi ** 2 @ (reflected - mean_reflected) ** 2)
assert abs(std_reflected / std_k - 1) < 0.05
assert abs(mean_k - K_ATOM) < std_k
mean_r = chi ** 2 @ grid
std_r = np.sqrt(chi ** 2 @ (grid - mean_r) ** 2)
period = 2 * np.pi / (levels[1] - levels[0]) * TIME_FS

# Maxwellian electrons: model cross sections above each threshold
T_E, IMPACT = 3.0, 15.0                       # eV
threshold = (energies_b - levels[0]) * HARTREE_EV
rate_step = (threshold + T_E) * np.exp(-threshold / T_E)
rate_linear = (threshold + 2 * T_E) * np.exp(-threshold / T_E)
def rate_integral(a, power):
    return quad(lambda e: e * (e - a) ** power * np.exp(-e / T_E),
                a, a + 40 * T_E)[0]
low, high = np.searchsorted(threshold, [9.0, 12.0])
for power, rate in ((0, rate_step), (1, rate_linear)):
    direct = (rate_integral(threshold[high], power)
              / rate_integral(threshold[low], power))
    assert abs(direct / (rate[high] / rate[low]) - 1) < 1e-6
mean_step = (weights * rate_step) @ k_each / (weights @ rate_step)
mean_linear = (weights * rate_linear) @ k_each / (weights @ rate_linear)
assert mean_step < mean_k and mean_linear < mean_k

# Thermal motion of the molecule and recoil from the electron
T_GAS = 400.0
kt = const.k * T_GAS / const.e
mass = ATOM_MASS * const.m_e
speed = np.sqrt(2 * K_ATOM * const.e / mass)
thermal_std = np.sqrt(kt * K_ATOM)
rng = np.random.default_rng(4)
drift = rng.normal(0, np.sqrt(const.k * T_GAS / (2 * mass)), (200000, 3))
direction = rng.normal(size=(200000, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
lab = 0.5 * mass * np.sum((drift + speed * direction) ** 2, 1) / const.e
assert abs(lab.std() / thermal_std - 1) < 0.03
gap_ev = (E_B - E_X) * HARTREE_EV
momentum = np.sqrt(2 * const.m_e * const.e) * (
    np.sqrt(IMPACT) + np.sqrt(IMPACT - gap_ev))
recoil = 0.5 * mass * (speed + momentum / (2 * mass)) ** 2 / const.e - K_ATOM
electron_speed = np.sqrt(2 * IMPACT * const.e / const.m_e)
passage = 0.2e-9 / electron_speed * 1e15
assert passage < 0.05 * period

# Gas collisions on the way to the substrate
PRESSURE, LENGTH_CM, SIGMA_CM2 = 0.05, 5.0, 1e-15
density = PRESSURE * const.torr / (const.k * T_GAS) * 1e-6
free_path = 1 / (density * SIGMA_CM2)
unscattered = np.exp(-LENGTH_CM / free_path)
def kept_energy(cosine):
    sine = np.sqrt(1 - cosine ** 2)
    centre = 1 / 3                            # H hits H2 at rest
    return (centre + 2 / 3 * cosine) ** 2 + (2 / 3 * sine) ** 2
kept = 0.5 * quad(kept_energy, -1, 1)[0]

print(f"Bond length used: {R_BOND:.2f} bohr = {R_BOND*BOHR_NM:.4f} nm")
print(f"Computed minimum of X curve: {r_min*BOHR_NM:.4f} nm")
for name in bases:
    print(f"K per atom, {name}: {data[name][3]:.4f} eV")
print(f"Shift of K, last basis step: {shift:.4f} eV")
print(f"E_X at bond length, aug-cc-pVQZ: {E_X:.5f} hartree")
print(f"E_b at bond length, aug-cc-pVQZ: {E_B:.5f} hartree")
print(f"E_H, aug-cc-pVQZ: {E_H:.5f} hartree")
print(f"E_b - 2 E_H: {E_B-2*E_H:.5f} hartree = {2*K_ATOM:.3f} eV")
print(f"Hartree energy: {HARTREE_EV:.5f} eV")
print(f"Vertical gap G: {gap_ev:.3f} eV")
print(f"Well depth D_e: {(2*E_H-E_X)*HARTREE_EV:.3f} eV")
print(f"Kinetic energy per atom K: {K_ATOM:.3f} eV")
print(f"Speed of each atom: {speed/1000:.2f} km/s")
print(f"Largest difference from determinant CI: {fci_error:.1e} hartree")
print(f"Spline error at test point: {spline_error:.1e} hartree")
print(f"b curve at 12 bohr minus 2 E_H: {b_values[-1]-limit:.1e} hartree")
print(f"Slope of K with bond length: {slope:.1f} eV/nm")
print(f"Trajectory energies: {kinetic[0,-1]:.4f}, {kinetic[1,-1]:.4f} eV")
print(f"Time to 95% of final energy: {time_95:.2f} fs")
print(f"Vibrational period from v=0 to v=1 gap: {period:.2f} fs")
print(f"Electron passage over 0.2 nm at {IMPACT:.0f} eV: {passage:.3f} fs")
print(f"Mean bond length in v=0: {mean_r*BOHR_NM:.4f} nm")
print(f"Standard deviation of bond length: {std_r*BOHR_NM:.4f} nm")
print(f"Mean K with zero-point motion: {mean_k:.3f} eV")
print(f"Standard deviation of K, quantum: {std_k:.3f} eV")
print(f"Standard deviation of K, reflection: {std_reflected:.3f} eV")
print(f"10% and 90% points of K: {k10:.2f}, {k90:.2f} eV")
print(f"Electron temperature: {T_E:.1f} eV")
print(f"Mean K, Maxwellian, step cross section: {mean_step:.3f} eV")
print(f"Mean K, Maxwellian, linear cross section: {mean_linear:.3f} eV")
print(f"Gas temperature: {T_GAS:.0f} K; kT: {kt:.4f} eV")
print(f"Thermal spread of atom energy: {thermal_std:.3f} eV")
print(f"Thermal spread, random sampling: {lab.std():.3f} eV")
print(f"Largest gain from electron recoil: {recoil:.3f} eV")
print(f"Pressure: {PRESSURE:.2f} Torr; substrate distance: {LENGTH_CM:.1f} cm")
print(f"Collision cross section, rough: {SIGMA_CM2:.0e} cm2")
print(f"Gas density: {density:.2e} cm^-3")
print(f"Mean free path: {free_path:.2f} cm")
print(f"Unscattered fraction at substrate: {unscattered:.1e}")
print(f"Mean energy fraction kept per collision: {kept:.3f}")
print("OK")
```

Running it gives:

```
Bond length used: 1.40 bohr = 0.0741 nm
Computed minimum of X curve: 0.0743 nm
K per atom, aug-cc-pVDZ: 2.9969 eV
K per atom, aug-cc-pVTZ: 2.9422 eV
K per atom, aug-cc-pVQZ: 2.9374 eV
Shift of K, last basis step: -0.0048 eV
E_X at bond length, aug-cc-pVQZ: -1.17387 hartree
E_b at bond length, aug-cc-pVQZ: -0.78400 hartree
E_H, aug-cc-pVQZ: -0.49995 hartree
E_b - 2 E_H: 0.21590 hartree = 5.875 eV
Hartree energy: 27.21139 eV
Vertical gap G: 10.609 eV
Well depth D_e: 4.734 eV
Kinetic energy per atom K: 2.937 eV
Speed of each atom: 23.72 km/s
Largest difference from determinant CI: 2.7e-13 hartree
Spline error at test point: 4.7e-05 hartree
b curve at 12 bohr minus 2 E_H: -2.4e-06 hartree
Slope of K with bond length: -70.5 eV/nm
Trajectory energies: 2.9421, 2.9421 eV
Time to 95% of final energy: 3.76 fs
Vibrational period from v=0 to v=1 gap: 8.03 fs
Electron passage over 0.2 nm at 15 eV: 0.087 fs
Mean bond length in v=0: 0.0768 nm
Standard deviation of bond length: 0.0089 nm
Mean K with zero-point motion: 2.898 eV
Standard deviation of K, quantum: 0.610 eV
Standard deviation of K, reflection: 0.607 eV
10% and 90% points of K: 2.11, 3.65 eV
Electron temperature: 3.0 eV
Mean K, Maxwellian, step cross section: 2.717 eV
Mean K, Maxwellian, linear cross section: 2.708 eV
Gas temperature: 400 K; kT: 0.0345 eV
Thermal spread of atom energy: 0.318 eV
Thermal spread, random sampling: 0.319 eV
Largest gain from electron recoil: 0.244 eV
Pressure: 0.05 Torr; substrate distance: 5.0 cm
Collision cross section, rough: 1e-15 cm2
Gas density: 1.21e+15 cm^-3
Mean free path: 0.83 cm
Unscattered fraction at substrate: 2.4e-03
Mean energy fraction kept per collision: 0.556
OK
```
